\section*{Plane-wave coefficients on FFT grids: storage, grid size and Parseval's relation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Rydberg atomic units are used: $\hbar=1$, the electron mass is $1/2$, lengths are in bohr and energies in Ry. Then $\hbar^2/2m=1$, the kinetic operator is $-\nabla^2$, and $e^{i\mathbf G\cdot\mathbf r}$ has kinetic energy $|\mathbf G|^2$~Ry.

The cell is spanned by $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and has volume $\Omega=|\mathbf a_1\cdot(\mathbf a_2\times\mathbf a_3)|$. The reciprocal vectors and the reciprocal lattice are fixed by
\begin{equation}
\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij},\qquad
\mathbf G_{\mathbf m}=m_1\mathbf b_1+m_2\mathbf b_2+m_3\mathbf b_3 ,
\label{eq:recip}
\end{equation}
where the Miller indices $m_i$ are integers of either sign. A lattice-periodic function is written with a plus sign in the exponent and no prefactor,
\begin{equation}
f(\mathbf r)=\sum_{\mathbf m} f(\mathbf G_{\mathbf m})\,e^{+i\mathbf G_{\mathbf m}\cdot\mathbf r}.
\label{eq:series}
\end{equation}
The function is called band-limited with limits $M_1,M_2,M_3$ if $f(\mathbf G_{\mathbf m})=0$ unless $|m_i|\le M_i$ for all $i$. The sum is then finite. An index triple with a nonzero coefficient is called occupied. Orbitals are taken at zero Bloch vector, so they are periodic functions of this kind.

The real-space grid divides each cell edge into $N_i$ equal parts,
\begin{equation}
\mathbf r_{\mathbf n}=\sum_i \frac{n_i}{N_i}\,\mathbf a_i,\qquad n_i=0,\dots,N_i-1,\qquad N=N_1N_2N_3 .
\label{eq:grid}
\end{equation}
The FFT routines act on arrays whose positions $k_i$ and $n_i$ both run from $0$ to $N_i-1$. With the abbreviation $\langle\mathbf k,\mathbf n\rangle=\sum_i k_in_i/N_i$, the convention adopted here, that of the numpy routines, is
\begin{align}
\mathtt{fft}(x)_{\mathbf k}&=\sum_{\mathbf n}x_{\mathbf n}\,e^{-2\pi i\langle\mathbf k,\mathbf n\rangle},\label{eq:fft}\\
\mathtt{ifft}(X)_{\mathbf n}&=\frac1N\sum_{\mathbf k}X_{\mathbf k}\,e^{+2\pi i\langle\mathbf k,\mathbf n\rangle}.\label{eq:ifft}
\end{align}
These routines receive no information about the cell, its volume or negative indices. The symbol $m \bmod N_i$ always means the remainder in the range $0,\dots,N_i-1$, and $m\equiv m'$ means that $m-m'$ is a multiple of $N_i$; for triples it means this in all three directions.

\section{The problem}

In general: find where the coefficient $f(\mathbf G_{\mathbf m})$ must be stored in the array, how large the grid must be, which routine and which factor take the coefficients to the values $f(\mathbf r_{\mathbf n})$ and back, and how $\int_\Omega|f|^2\,d^3r$ is obtained from either array. Apply the answers to two cases.

\emph{Case A.} In one dimension, with period $L=9.55$~bohr, let $f(x)=\sum_m c_m e^{2\pi i mx/L}$ with $c_{-2},\dots,c_2=1,\ 2i,\ 3,\ -1,\ 2$. Choose the smallest grid that represents $f$, and compute $\int_0^L|f|^2dx$.

\emph{Case B.} Take the hexagonal cell $\mathbf a_1=(a,0,0)$, $\mathbf a_2=(-a/2,\sqrt3a/2,0)$, $\mathbf a_3=(0,0,c)$ with the chosen values $a=6.04$~bohr and $c=9.55$~bohr ($3.196$ and $5.054$~\AA). Let
\begin{equation}
g(\mathbf r)=\sum_{\mathbf R}e^{-\alpha|\mathbf r-\boldsymbol\tau-\mathbf R|^2},\qquad \alpha=0.5\ \text{bohr}^{-2},\qquad
\boldsymbol\tau=\tfrac13\mathbf a_1+\tfrac23\mathbf a_2+\tfrac14\mathbf a_3 ,
\label{eq:g}
\end{equation}
with $\mathbf R$ running over the lattice. This is a model function. Let $f$ be the part of $g$ with $|\mathbf G|^2\le E_{\rm cut}=30$~Ry ($408.2$~eV), which has $M=(5,5,8)$ as shown later. Decide whether the grid $12\times12\times20$ is admissible, locate the peak of $f$ on it, compute $\int_\Omega|f|^2$, the kinetic energy $T$ of the normalized orbital $\psi\propto f$, and the component $\mathbf m=(5,0,0)$ of the density $|\psi|^2$.

\section{A tempting wrong solution}

The argument below contains five faults, one in each numbered step. Its storage rule, $k_i=m_i \bmod N_i$, is correct.

(1) The shortest wavelength along direction $i$ is the cell edge divided by $M_i$, and two points per wavelength are enough, so $N_i=2M_i$. Case A needs $N=4$. In case B, $12\ge10$ and $20\ge16$, so the grid is admissible. For $N=4$ the indices $0,1,2,-1$ go to positions $0,1,2,3$, and $-2$ also goes to position $2$, where it is added: $A=(3,\,-1,\,3,\,2i)$.

(2) The series (\ref{eq:series}) has no prefactor, and neither has \texttt{fft}, so $f_{\mathbf n}=\mathtt{fft}(A)_{\mathbf n}$. In case B the peak has height $0.9999985$, as expected of a Gaussian of unit height, and lies at $\mathbf n=(8,4,15)$, that is at fractional coordinates $(\tfrac23,\tfrac13,\tfrac34)$, which is an atomic site of the hcp structure.

(3) An integral becomes a sum on the grid, so the norm is $\sum_{\mathbf n}|f_{\mathbf n}|^2$. This is $92$ in case A and $53.1856$ in case B. Parseval's relation for the routine, $\sum_{\mathbf n}|f_{\mathbf n}|^2=N^{-1}\sum_{\mathbf k}|\mathtt{fft}(f)_{\mathbf k}|^2$, confirms it: in case B, $153174.655/2880=53.1856$.

(4) The entry at position $\mathbf k$ multiplies $e^{2\pi i\langle\mathbf k,\mathbf n\rangle}$, so its wave vector is $\sum_ik_i\mathbf b_i$. Summing $|c|^2$ times the square of this vector over the normalized entries gives $T=124.702$~Ry.

(5) The index $(5,0,0)$ fits on the grid, so the density component is read from position $(5,0,0)$ of $\mathtt{fft}(|\psi|^2)/N$. With $\psi$ correctly normalized, $\int_\Omega|\psi|^2d^3r=1$, so that the fault of step (3) is not carried over, its modulus is $4.007456\times10^{-7}$~bohr$^{-3}$.

\section{Where the faults lie}

The check in step (3) succeeds and proves nothing about the other steps. It is shown below to be an identity for any array of $N$ complex numbers, whatever their origin. It cannot detect a reflected function, a missing volume, a mislabelled wave vector or a grid that is too small. Each fault needs a test that refers to the function itself.

\emph{Step (3)} fails on dimensions. In case A the integral of a dimensionless function over $x$ is a length, and $92$ is a pure number. It also fails for $f=1$: the integral is $\Omega$, while the grid sum is $N$ and grows when the grid is refined. Each point must carry the weight $\Omega/N$, or $L/N$ in one dimension. With this repair case A gives $(9.55/4)\times92=219.65$~bohr $=23L$, which is still wrong, because direct quadrature gives $181.45$~bohr $=19L$.

\emph{Step (1)} causes the remainder of that error. There are $2M+1$ integers between $-M$ and $M$, so $2M$ positions cannot keep them apart. The two extreme terms combine as
\begin{equation}
c_Me^{i\theta}+c_{-M}e^{-i\theta}=(c_M+c_{-M})\cos\theta+i(c_M-c_{-M})\sin\theta,\qquad \theta=2\pi Mx/L .
\end{equation}
On the grid $x_n=nL/2M$ one has $\theta=\pi n$, so the sine vanishes at every point and $\cos^2\theta=1$ at every point, whereas the true averages of $\cos^2\theta$ and $\sin^2\theta$ are both $1/2$ and that of $\sin\theta\cos\theta$ is zero. In case A the pair contributes $\tfrac12|2+1|^2+\tfrac12|2-1|^2=5$ to the true mean of $|f|^2$ and $|2+1|^2=9$ to the grid mean. The difference, $4$, is the gap between $19$ and $23$. In one dimension, with both extreme terms present, exactly two points per wavelength is one point too few. The verdict on the grid of case B happens to be right, for the reason given below.

\emph{Step (2)} matched the prefactor and ignored the sign. The routine (\ref{eq:fft}) carries $e^{-2\pi i\langle\mathbf k,\mathbf n\rangle}$ and returns $f(-\mathbf r_{\mathbf n})$. The Gaussian was placed at $\boldsymbol\tau$, which is the grid point $(12/3,\ 24/3,\ 20/4)=(4,8,5)$; the peak was found at $(-4,-8,-5)$ reduced modulo $(12,12,20)$, which is $(8,4,15)$. The error is invisible for any function even about the origin, such as a single Gaussian centred there. A function odd about the origin, such as a $p$ orbital centred there, changes sign, so a comparison of values reveals the error while a comparison of moduli does not.

\emph{Step (4)} confuses an address with a wave vector. The waves $e^{2\pi ims}$ and $e^{2\pi i(m+N)s}$ agree at $s=n/N$, but their slopes at those points are $2\pi im$ and $2\pi i(m+N)$ times the common value and so differ; a derivative therefore needs the true $m$. The result is impossible on its face: $T$ is a weighted mean of values $|\mathbf G|^2\le30$~Ry and cannot be $124.702$~Ry.

\emph{Step (5)} overlooks that $|\psi|^2$ contains indices up to $2M_i$, some of which share a position with $(5,0,0)$.

\section{The right solution in general}

\subsection{The grid phase and the index map}

Inserting (\ref{eq:recip}) and (\ref{eq:grid}),
\begin{equation}
\mathbf G_{\mathbf m}\cdot\mathbf r_{\mathbf n}=\sum_{i,j}m_i\frac{n_j}{N_j}\,\mathbf b_i\cdot\mathbf a_j=2\pi\sum_i\frac{m_in_i}{N_i}=2\pi\langle\mathbf m,\mathbf n\rangle .
\label{eq:phase}
\end{equation}
The lengths and angles of the cell have dropped out, so one FFT routine serves every lattice. Write $m_i=k_i+s_iN_i$ with $k_i=m_i\bmod N_i$ and $s_i$ an integer. Then $m_in_i/N_i=k_in_i/N_i+s_in_i$, and $e^{2\pi is_in_i}=1$, so
\begin{equation}
e^{i\mathbf G_{\mathbf m}\cdot\mathbf r_{\mathbf n}}=e^{2\pi i\langle\mathbf k,\mathbf n\rangle},\qquad k_i=m_i\bmod N_i .
\label{eq:map}
\end{equation}
This is why the position is the remainder: it is the position in $0,\dots,N_i-1$ at which the routine supplies the correct phase on all grid points. For $0\le m_i<N_i$ it gives $k_i=m_i$, and for $-N_i\le m_i<0$ it gives $k_i=m_i+N_i$. The shifted storage $k_i=m_i+M_i$, natural for a table, supplies an extra factor $e^{2\pi iM_in_i/N_i}$ at each point. It leaves $|f|$ unchanged and spoils $f$.

Suppose now that
\begin{equation}
N_i\ge 2M_i+1 .
\label{eq:cond}
\end{equation}
If two occupied indices have the same remainder, $m_i-m_i'$ is a multiple of $N_i$. Also $|m_i-m_i'|\le2M_i<N_i$, and the only multiple of $N_i$ smaller than $N_i$ in modulus is zero. The map is therefore one-to-one on the occupied indices. Its inverse is
\begin{equation}
m_i=\begin{cases}k_i, & k_i\le\lfloor (N_i-1)/2\rfloor,\\ k_i-N_i, & \text{otherwise.}\end{cases}
\label{eq:inverse}
\end{equation}
To see this, note that the values produced run from $\lfloor(N_i-1)/2\rfloor+1-N_i=-\lfloor N_i/2\rfloor$ to $\lfloor(N_i-1)/2\rfloor$ (check $N_i$ even and odd separately), one for each remainder. Condition (\ref{eq:cond}) says $M_i\le(N_i-1)/2$, so this range contains $-M_i,\dots,M_i$, and an occupied index is the only member of the range with its remainder. For $N_i=5$ the positions $0,\dots,4$ carry $m=0,1,2,-2,-1$. For $N_i=12$ they carry $0,1,2,3,4,5,-6,-5,-4,-3,-2,-1$. For even $N_i$ the position $N_i/2$ belongs equally to $+N_i/2$ and $-N_i/2$; assigning it to the negative index is a convention, and under (\ref{eq:cond}) the entry is zero, since $M_i<N_i/2$.

Two matters of coding belong here. In languages whose remainder operator keeps the sign of the dividend, $-2\,\%\,12$ is $-2$, and the map can be written $((m\,\%\,N_i)+N_i)\,\%\,N_i$. In row-major storage the last index runs fastest: each step of $k_2$ skips $N_3$ entries and each step of $k_1$ skips $N_2N_3$, so the linear address is $(k_1N_2+k_2)N_3+k_3$. In column-major storage the roles of directions 1 and 3 are exchanged.

\subsection{Orthogonality on the grid}

Let $d$ be an integer and $z=e^{2\pi id/N_i}$, so that $z^{N_i}=1$. If $d\equiv0$, then $z=1$ and $\sum_{n=0}^{N_i-1}z^n=N_i$. Otherwise $z\neq1$, and the geometric sum is $(1-z^{N_i})/(1-z)=0$. The three-dimensional sum is a product of three such factors:
\begin{equation}
\sum_{\mathbf n}e^{2\pi i\langle\mathbf m-\mathbf m',\mathbf n\rangle}=\begin{cases}N,&\mathbf m\equiv\mathbf m',\\0,&\text{otherwise.}\end{cases}
\label{eq:ortho}
\end{equation}

\subsection{Synthesis and analysis}

Define the array $A_{\mathbf k}=\sum_{\mathbf m\equiv\mathbf k}f(\mathbf G_{\mathbf m})$. Under (\ref{eq:cond}) each entry holds a single coefficient or zero. Evaluate (\ref{eq:series}) at a grid point, use (\ref{eq:map}), and group the terms by remainder:
\begin{equation}
f(\mathbf r_{\mathbf n})=\sum_{\mathbf k}A_{\mathbf k}\,e^{+2\pi i\langle\mathbf k,\mathbf n\rangle}=N\,\mathtt{ifft}(A)_{\mathbf n}.
\label{eq:synth}
\end{equation}
The sign selects \texttt{ifft}, and the factor $N$ cancels the $1/N$ built into (\ref{eq:ifft}). For the opposite direction, apply (\ref{eq:fft}) to the grid values $f_{\mathbf n}=f(\mathbf r_{\mathbf n})$ and use (\ref{eq:ortho}), in which two positions are congruent only if equal:
\begin{equation}
\mathtt{fft}(f)_{\mathbf k}=\sum_{\mathbf k'}A_{\mathbf k'}\sum_{\mathbf n}e^{2\pi i\langle\mathbf k'-\mathbf k,\mathbf n\rangle}=N A_{\mathbf k},
\qquad
\frac{\mathtt{fft}(f)_{\mathbf k}}{N}=\sum_{\mathbf m\equiv\mathbf k}f(\mathbf G_{\mathbf m}).
\label{eq:analysis}
\end{equation}
Neither (\ref{eq:synth}) nor (\ref{eq:analysis}) used condition (\ref{eq:cond}). On any grid the transform returns the sum of all coefficients that share a position, which is called aliasing; the condition makes that sum a single term. The physical convention puts the $1/N$ on the way to reciprocal space, where $f(\mathbf 0)$ is the average of $f$, and the routine puts it on the way back, so both directions need a correction.

Using the other routine for synthesis gives $\mathtt{fft}(A)_{\mathbf n}=\sum_{\mathbf k}A_{\mathbf k}e^{2\pi i\langle\mathbf k,-\mathbf n\rangle}=f(-\mathbf r_{\mathbf n})$, as claimed for step (2). Since $\mathbf n\to-\mathbf n\bmod N_i$ only permutes the grid points, $\sum_{\mathbf n}|f_{\mathbf n}|^2$ does not change.

\subsection{Orthogonality in the cell}

Use fractional coordinates, $\mathbf r=\sum_is_i\mathbf a_i$ with $0\le s_i<1$. The Jacobian matrix $\partial\mathbf r/\partial\mathbf s$ has the $\mathbf a_i$ as columns, and its determinant is the triple product, so $d^3r=\Omega\,d^3s$. As in (\ref{eq:phase}), $\mathbf G_{\mathbf m}\cdot\mathbf r=2\pi\sum_im_is_i$. For an integer $d\ne0$, $\int_0^1e^{2\pi ids}ds=(e^{2\pi id}-1)/(2\pi id)=0$, and for $d=0$ the integral is $1$. Hence
\begin{equation}
\int_\Omega e^{i(\mathbf G_{\mathbf m}-\mathbf G_{\mathbf m'})\cdot\mathbf r}\,d^3r=\Omega\,\delta_{\mathbf m\mathbf m'} .
\label{eq:orthocell}
\end{equation}
This integral is what brings the volume into the relations below. Multiplying (\ref{eq:series}) by $e^{-i\mathbf G\cdot\mathbf r}$ and integrating gives the coefficient,
\begin{equation}
f(\mathbf G)=\frac1\Omega\int_\Omega f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\label{eq:coef}
\end{equation}
Replacing $\int_\Omega d^3r$ by $(\Omega/N)\sum_{\mathbf n}$ turns (\ref{eq:coef}) into $\mathtt{fft}(f)/N$: the volume cancels, which is why the routine does not need it.

\subsection{Parseval's relation with the volume}

Write $|f|^2=f^*f$ as a double sum and apply (\ref{eq:orthocell}):
\begin{equation}
\int_\Omega|f|^2d^3r=\sum_{\mathbf m,\mathbf m'}f(\mathbf G_{\mathbf m'})^*f(\mathbf G_{\mathbf m})\,\Omega\,\delta_{\mathbf m\mathbf m'}=\Omega\sum_{\mathbf m}|f(\mathbf G_{\mathbf m})|^2 .
\label{eq:pc}
\end{equation}
Do the same on the grid with (\ref{eq:synth}) and (\ref{eq:ortho}), then insert $A=\mathtt{fft}(f)/N$:
\begin{equation}
\sum_{\mathbf n}|f_{\mathbf n}|^2=\sum_{\mathbf k,\mathbf k'}A_{\mathbf k'}^*A_{\mathbf k}\,N\delta_{\mathbf k\mathbf k'}=N\sum_{\mathbf k}|A_{\mathbf k}|^2=\frac1N\sum_{\mathbf k}|\mathtt{fft}(f)_{\mathbf k}|^2 .
\label{eq:pd}
\end{equation}
Any list of $N$ numbers has the form (\ref{eq:synth}) with $A=\mathtt{fft}(f)/N$. Indeed (\ref{eq:ortho}) is symmetric in the two kinds of index, so $N^{-1}\sum_{\mathbf k}\sum_{\mathbf n'}f_{\mathbf n'}e^{2\pi i\langle\mathbf k,\mathbf n-\mathbf n'\rangle}=f_{\mathbf n}$. Equation (\ref{eq:pd}) is thus an identity for arbitrary data, and the check in step (3) was bound to pass.

The link between (\ref{eq:pc}) and (\ref{eq:pd}) is the statement $\sum_{\mathbf k}|A_{\mathbf k}|^2=\sum_{\mathbf m}|f(\mathbf G_{\mathbf m})|^2$. It holds when no two occupied indices share a position, because $A$ is then a rearrangement of the coefficients padded with zeros. Condition (\ref{eq:cond}) guarantees this. Multiplying (\ref{eq:pd}) by $\Omega/N$,
\begin{equation}
\int_\Omega|f|^2d^3r=\Omega\sum_{\mathbf G}|f(\mathbf G)|^2=\frac{\Omega}{N}\sum_{\mathbf n}|f(\mathbf r_{\mathbf n})|^2=\frac{\Omega}{N^2}\sum_{\mathbf k}|\mathtt{fft}(f)_{\mathbf k}|^2 .
\label{eq:parseval}
\end{equation}
The first equality does not involve the grid, the last holds on every grid, and the middle one holds whenever no two occupied indices share a position, for which (\ref{eq:cond}) is sufficient but not always necessary. When two coefficients $u$ and $v$ collide, $|u+v|^2$ replaces $|u|^2+|v|^2$, and the grid sum is in error by $2\Omega\,\mathrm{Re}(u^*v)$, which may have either sign. A function that is not band-limited has infinitely many occupied indices for finitely many positions, so collisions occur on every grid and the middle equality is not exact in general. If the function is continuous, the weighted grid sum is a Riemann sum of $|f|^2$ and tends to the integral as all $N_i$ grow. For a function with a singularity, such as a Coulomb potential, there is no such guarantee, since a grid point may fall on or near the singularity.

Under (\ref{eq:cond}) the equal-weight sum is the exact integral, with no discretization error. The case $f=1$ checks the factors: $f(\mathbf 0)=1$, $\sum|f_{\mathbf n}|^2=N$, $\mathtt{fft}(f)_{\mathbf 0}=N$, and all four expressions equal $\Omega$. Padding the array with zeros to a larger grid changes $N$ and both raw sums while the four expressions stay fixed. A routine that puts $N^{-1/2}$ on both directions returns $N^{1/2}A$, and the last member becomes $\Omega/N$ times its squared output.

This part has located the five faults and established the storage rule, the sufficient grid condition $N_i\ge2M_i+1$, the transforms in both directions, and Parseval's relation with the volume. What remains is to treat the cutoff, the kinetic energy and the density, and to work out cases A and B.
